# Gauss-Mehler Evaluation of Screened-Coulomb Scattering Angles Without Endpoint Cancellation

## What the angle can depend on

Two atoms collide elastically under a repulsive central potential of strength $Z_1Z_2$ and screening length $a$. The scattering angle $\theta$ in the centre-of-mass frame could depend on the reduced mass $\mu$, the centre-of-mass energy $E$, the impact parameter $b$, $Z_1Z_2$ and $a$. In Hartree atomic units $Z_1Z_2$ is an energy times a length. With energy, length and time as the base units, only $\mu$ involves time (it is an energy divided by a squared speed), so it cannot enter a dimensionless angle. What remains is

$$\theta=\Theta\!\left(\frac ba,\frac{Ea}{Z_1Z_2}\right).$$

Time reversal makes the orbit symmetric about its point of closest approach. If the position vector turns through $\Phi$ between closest approach and infinity, it turns through $2\Phi$ in all. An undeflected path has $2\Phi=\pi$, so $\theta=\pi-2\Phi$, positive for repulsion.

The potential is taken to be

$$V(r)=\frac{Z_1Z_2}{r}\sum_i c_i e^{-d_i r/a},\qquad c_i>0,\quad \sum_i c_i=1,\quad d_i\ge0.$$

The motion is classical and nonrelativistic, with $E>0$ and $b>0$.

## The integral and its turning point

Let $v$ be the initial relative speed, so $E=\mu v^2/2$. Angular momentum conservation gives $r^2\dot\varphi=vb$. Inserting this in energy conservation gives

$$\dot r^2=v^2F(r),\qquad F(r)=1-\frac{V(r)}E-\frac{b^2}{r^2}.$$

On the outgoing branch $d\varphi/dr=\dot\varphi/\dot r=b/(r^2\sqrt F)$, and therefore

$$\theta=\pi-2b\int_R^\infty\frac{dr}{r^2\sqrt{F(r)}},\qquad F(R)=0.$$

Both $V$ and $b^2/r^2$ decrease with $r$, so $F$ rises from $-\infty$ to 1 and has one zero. It can be bracketed. At $r=b$, $F=-V(b)/E<0$. Since $V\le Z_1Z_2/r$, the root cannot exceed the unscreened one, $h+\sqrt{h^2+b^2}$ with $h=Z_1Z_2/(2E)$.

Define

$$\beta=\frac bR,\qquad \kappa=\frac{Z_1Z_2}{ER},\qquad \lambda_i=\frac{d_iR}{a}.$$

The root condition is $\beta^2+\kappa\sum_i c_ie^{-\lambda_i}=1$. Differentiating $F$ gives the dimensionless slope

$$A=RF'(R)=2\beta^2+\kappa\sum_i c_ie^{-\lambda_i}(1+\lambda_i)
=1+\beta^2+\kappa\sum_i c_i\lambda_ie^{-\lambda_i}\ge1.$$

An error $\eta$ in evaluating $F$ thus displaces $R$ by a relative amount of about $\eta/A\le\eta$. Finding $R$ is well conditioned. This can fail for a potential with an attractive well, where $A$ vanishes at particular combinations of $E$ and $b$ and the orbit can spiral.

## The quadrature

Put $u=R/r$, so $dr/r^2=-du/R$. Then

$$\theta=\pi-2\beta\int_0^1\frac{g(u)}{\sqrt{1-u^2}}\,du,\qquad g(u)=\sqrt{\frac{1-u^2}{F(R/u)}}.$$

Because $u\,d/du=-r\,d/dr$, $F\simeq A(1-u)$ near $u=1$. Hence $g(1)=\sqrt{2/A}$ is finite, and the inverse square root resides in the weight.

With $u=\cos\psi$ the weight disappears, since $du/\sqrt{1-u^2}=-d\psi$. The folded Gauss-Mehler (Gauss-Chebyshev) rule is the midpoint rule in $\psi$:

$$\int_0^1\frac{h(u)}{\sqrt{1-u^2}}du\simeq\frac{\pi}{2n}\sum_{j=1}^n h(\cos\psi_j),\qquad \psi_j=\frac{(2j-1)\pi}{4n}.$$

To see what it integrates without error, let $\alpha=m\pi/(2n)$. Then

$$\sum_{j=1}^n\cos(2m\psi_j)=\sum_{j=1}^n\cos[(2j-1)\alpha]=\frac{\sin(2n\alpha)}{2\sin\alpha}=0,\qquad 0<m<2n,$$

because $\sin(2n\alpha)=\sin m\pi$. The integral of $\cos2m\psi$ over $(0,\pi/2)$ also vanishes. An even polynomial of degree at most $4n-2$ contains just these cosines and a constant, so the rule is exact for it. At $m=2n$ every sampled cosine is $-1$, and exactness ends.

Applied directly, the rule gives the raw sum

$$\theta_n^{\rm raw}=\pi\left[1-\frac{\beta}{n}\sum_{j=1}^n g(u_j)\right].$$

## Where the raw sum loses digits

The raw sum has two numerical weaknesses. The first is at the turning point, where $g^2$ is a quotient of two small numbers. Suppose the computed root is $R(1+\delta)$ with $|\delta|\ll1-u_1$. Near $u=1$, $F$ becomes $A(1-u)+A\delta$, so $g$ is multiplied by

$$\left(1+\frac{\delta}{1-u}\right)^{-1/2}\simeq1-\frac{\delta}{2(1-u)}.$$

At the nodes nearest the endpoint, $1-u_j\simeq\psi_j^2/2=(2j-1)^2\pi^2/(32n^2)$. The mean of $g$ therefore changes by

$$-\frac{g(1)}n\,\frac\delta2\,\frac{32n^2}{\pi^2}\sum_{j\ge1}\frac1{(2j-1)^2}
=-\frac{16n\,\delta\,g(1)}{\pi^2}\,\frac{\pi^2}{8}=-2n\delta g(1).$$

Multiplication by $-\pi\beta$ gives

$$\Delta\theta_n^{\rm raw}\simeq2\pi n\beta g(1)\,\delta.$$

Adding nodes amplifies the error of the root. A rounding error $\eta$ common to the values of $F$ acts in the same way, with $\delta$ replaced by $\eta/A$.

The second weakness is at small angles. The sum subtracts a number close to 1 from 1, so a fixed absolute rounding error becomes a large error relative to $\theta$.

## Removing both cancellations

Since $F(R)=0$, it may be subtracted from $F(R/u)$ before any number is inserted:

$$F(R/u)-F(R)=\beta^2(1-u^2)+\kappa\sum_i c_i\left[e^{-\lambda_i}-ue^{-\lambda_i/u}\right].$$

Write $\lambda_i/u=\lambda_i+z_i$ with $z_i=\lambda_i(1-u)/u$. Then

$$e^{-\lambda_i}-ue^{-\lambda_i/u}=e^{-\lambda_i}(1-ue^{-z_i})
=e^{-\lambda_i}\left[(1-u)+u(1-e^{-z_i})\right].$$

Every term can now be divided by $1-u$:

$$\frac{F(R/u)}{1-u}=\beta^2(1+u)+S(u),$$

$$S(u)=\kappa\sum_i c_ie^{-\lambda_i}\left[1+u\,\frac{1-e^{-z_i}}{1-u}\right].$$

All terms are positive. Two elementary functions need care: $1-u_j$ is computed as $2\sin^2(\psi_j/2)$, and $1-e^{-z}$ as $-\mathrm{expm1}(-z)$, where $\mathrm{expm1}(x)=e^x-1$ is evaluated without subtraction.

Next set $p=\beta g$. The factor $1-u$ cancels in $g^2$, leaving

$$p^2=\frac{\beta^2(1+u)}{\beta^2(1+u)+S},\qquad q=1-p^2=\frac{S}{\beta^2(1+u)+S}.$$

The leading 1 in the raw sum is the mean of $n$ ones, and $1-p=(1-p^2)/(1+p)=q/(1+p)$. The result is

$$\boxed{\theta_n=\frac\pi n\sum_{j=1}^n\frac{q_j}{1+p_j}},\qquad
\pi-\theta_n=\frac\pi n\sum_{j=1}^n p_j.$$

The first form is a sum of positive terms and suits small angles; the second does the same near backscattering. In code, $p$ should be computed from its own quotient, not as $\sqrt{1-q}$, which cancels when $p$ is small.

An error in $R$ now enters through smooth functions of $R$ at fixed $b$. The resulting shift is proportional to $\delta$ and tends to an $n$-independent value.

Two limits show the physics. For grazing impact, $\beta\to1$ and $S\to0$, so $q/(1+p)\simeq q/2$ and, to first order in $V/E$,

$$\theta\simeq\int_0^{\pi/2}\frac{S(\cos\psi)}{1+\cos\psi}\,d\psi,\qquad R\simeq b.$$

The angle is proportional to $1/E$, as expected for a weak sideways impulse. For a nearly head-on collision, $\beta\to0$ while $S$ stays finite, so $\pi-\theta$ is proportional to $b$.

## How fast the sum converges

Removing the endpoint singularity at $u=1$ leaves the behaviour at $u=0$, where the atoms are far apart. Let $f=1-p$, so that $\theta=2\int_0^{\pi/2}f\,d\psi$. Expand

$$f=\frac{a_0}{2}+\sum_{m\ge1}a_m\cos2m\psi,\qquad a_m=\frac4\pi\int_0^{\pi/2}f\cos2m\psi\,d\psi.$$

The nodes annihilate all harmonics except $m=2nl$, for which $\cos(4nl\psi_j)=(-1)^l$. With $s=\pi/2-\psi$, also $\cos(4nl\psi)=\cos(4nls)$. Hence

$$\theta_n-\theta=4\sum_{l\ge1}(-1)^l\int_0^{\pi/2}f\cos(4nls)\,ds.$$

Near $s=0$, $u=\sin s\simeq s$. Expanding $F^{-1/2}$ to first order in the potential gives

$$p\simeq\beta\sqrt{\frac{1-u^2}{1-\beta^2u^2}}+\frac{\beta\kappa}{2}\sum_i c_i u e^{-\lambda_i/u}.$$

The first part is even and analytic at $u=0$. For $\lambda_i>0$, the second has vanishing derivatives of every order there but is not analytic, and it controls the leading error at large $n$.

The required integral follows from $s=\sqrt{\lambda/\gamma}\,e^t$ and $K_2(z)=\frac12\int_{-\infty}^{\infty}e^{2t-z\cosh t}dt$:

$$\int_0^\infty s\,e^{-\lambda/s-\gamma s}ds=\frac{2\lambda}{\gamma}K_2(2\sqrt{\lambda\gamma}).$$

Continue to $\gamma=-ik$, with $k=4nl$. The upper limit may be extended to infinity at leading order because the important region is $|s|\sim\sqrt{\lambda/k}$. Since $f$ contains $-p$, the factor is $4(-1)^l(-\beta\kappa/2)=2\beta\kappa(-1)^{l+1}$, and

$$\theta_n-\theta\simeq4\beta\kappa\sum_{l\ge1}(-1)^{l+1}\sum_i c_i\,
\mathrm{Re}\left[\frac{i\lambda_i}{k}K_2\!\left(2\sqrt{\lambda_i k}\,e^{-i\pi/4}\right)\right].$$

For large $|z|$, $|K_2(z)|$ falls as $e^{-\mathrm{Re}\,z}$ apart from a power. Here $\mathrm{Re}\,z=\sqrt{2\lambda_i k}$. The $l=1$ envelope is therefore

$$\exp\left[-\sqrt{8\lambda_{\min}n}\right]$$

apart from powers of $n$. Neglecting prefactors, an error $\epsilon$ requires roughly $n\sim\ln^2(1/\epsilon)/(8\lambda_{\min})$. Energetic close collisions have small $R/a$, hence small $\lambda_{\min}$, and need more nodes. The estimate fails for large $\lambda_{\min}$, because the neglected prefactor contains $\kappa c_i$, which the root condition allows to grow like $e^{\lambda_i}$. For one exponential with $\beta=0.7$ and $\epsilon=10^{-12}$, about 16, 14 and 18 nodes are needed at $\lambda=10$, 20 and 40, where the estimate gives 10, 5 and 2.

**The unscreened case.** As $\lambda\to0$, $K_2(z)\simeq2/z^2$ with $z^2=-4i\lambda k$. The bracket becomes $-1/(2k^2)$. Using $\sum_l(-1)^{l+1}/l^2=\pi^2/12$,

$$\theta_n-\theta\simeq-\frac{\beta\kappa}{8n^2}\,\frac{\pi^2}{12}=-\frac{\pi^2\beta\kappa}{96n^2}.$$

The angle itself is known here. Completing the square in $F=1-\kappa u-\beta^2u^2$ gives

$$\Phi=\left[\arcsin\frac{\beta u+\kappa/(2\beta)}{\sqrt{1+\kappa^2/(4\beta^2)}}\right]_0^1
=\frac\pi2-\arctan\frac{\kappa}{2\beta}.$$

The upper limit is $\pi/2$ because $\beta^2+\kappa=1$. Thus $\theta=2\arctan[Z_1Z_2/(2Eb)]$, the Rutherford angle. For $Z_1Z_2=E=b=1$ the error at $n=64$ is $-9.5871\times10^{-6}$ rad, against a predicted $-9.5872\times10^{-6}$ rad.

## A copper-copper collision

Take a copper atom striking an equal-mass copper atom at rest, with the Ziegler-Biersack-Littmark universal potential. Its screening length is

$$a=\frac{0.88534}{2\times29^{0.23}}=0.204046\ \text{bohr}.$$

With $E=20$ hartree and $b=1$ bohr, the root is $R=1.522300$ bohr. Then $\beta=1/1.522300=0.656901$ and $\kappa=841/(20\times1.522300)=27.6227$.

For $n=4$, the first node is $u_1=0.980785$ and $S_1=2.024964$. The centrifugal term is $0.656901^2\times1.980785=0.854746$, so

$$q_1=\frac{2.024964}{0.854746+2.024964}=0.703183,\qquad p_1=0.544809,$$

and $q_1/(1+p_1)=0.455191$. All four terms give

$$\theta_4=\frac\pi4(0.455191+0.436853+0.396361+0.350342)=1.287069\ \text{rad}.$$

High-precision integration of the original integral gives $1.287105$ rad, so four nodes are in error by $-3.6\times10^{-5}$ rad. The error is $-1.4\times10^{-8}$ rad at $n=16$ and $-1.6\times10^{-11}$ rad at $n=32$. A separate integration of Newton's equations also gives $1.287105$ rad.

For equal masses, let $\mathbf v$ and $\mathbf w$ be the initial and final relative velocities, with $|\mathbf w|=|\mathbf v|$. The projectile leaves with velocity $(\mathbf v+\mathbf w)/2$, which bisects the angle between them, so its laboratory angle is $\theta/2=36.87^\circ$. The target leaves with $(\mathbf v-\mathbf w)/2$. Its share of the laboratory energy is $|\mathbf v-\mathbf w|^2/(4v^2)=(1-\cos\theta)/2=\sin^2(\theta/2)$. Since $E_{\rm lab}=2E=40$ hartree,

$$T=40\sin^2(36.87^\circ)\simeq14.4\ \text{hartree}\simeq392\ \text{eV}.$$

These values belong to the chosen pair potential. Inelastic loss, neighbouring atoms and quantum diffraction are left out; a small quadrature error says nothing about their size.

## Reading the error measurements

At $b=20$ bohr the classical angle is $8.79\times10^{-10}$ rad. This case tests only the arithmetic: for copper atoms at this energy the diffraction angle, of order $1/(\mu vb)\approx3\times10^{-5}$ rad with $\mu$, $v$ and $b$ in atomic units, is far larger. With $n=128$, the raw sum has a relative error of $2.2\times10^{-5}$, and the stable sum $1.8\times10^{-15}$. The raw error is about $2\times10^{-14}$ rad in absolute terms, which is harmless for a large deflection but not for this one. Most of it comes from rounding at the turning point, amplified by the nodes near $u=1$; the final subtraction from 1 alone would leave an error of order $10^{-16}$ rad.

For $b=1$ bohr, a deliberate relative error $\delta=10^{-9}$ in $R$ shifts the raw angle by $2.18\times10^{-7}$ rad at $n=64$ and $8.73\times10^{-7}$ rad at $n=256$. The fourfold growth follows the predicted factor $n$. The stable angle shifts by $-8.46\times10^{-10}$ rad in both cases.

The root-exponential law was tested with one exponential, $\lambda=1$ and $\beta=0.8$. Predicted and actual errors differ by 0.1%, 1.0% and 2.1% of the actual error at $n=16$, 24 and 32. The relative difference grows over this range, so these three node counts support the sign and size of the predicted error, but do not show the approach to its asymptotic limit.

At $E=20000$ hartree and $b=0.02$ bohr, the copper pair has $\lambda_{\min}=0.0423$. The error at $n=32$ is $1.53\times10^{-6}$ rad, close to the predicted $1.54\times10^{-6}$ rad and about $10^5$ times that of the slower collision. Cancellation has been removed, but the node count must still follow the small $\lambda_i$. At $n=32$ the largest part of the error comes from the term with $\lambda=0.0845$, whose weight is ten times larger; the $\lambda_{\min}$ term becomes comparable near $n=128$ and dominates at $n=500$. The estimate above, with $\epsilon=10^{-12}$, suggests about 60 nodes for the slower collision and about 2300 for this one. The omitted prefactors make both counts too high: the errors are already below $10^{-12}$ rad at $n=40$ and $n=500$, respectively. The estimate shows the trend for $\lambda_{\min}$ up to a few; the count itself is best found by doubling $n$ until the angle settles.

The construction relies on positive $c_i$. A screening function with terms of both signs can bring cancellation back into $S$, and one that is not a sum of exponentials needs its own difference quotient at $u=1$. The numerical output gives the remaining nodes, impact parameters and errors.

## Calculated quantities

```
COPPER PAIR, UNIVERSAL POTENTIAL
Z1=Z2: 29; screening length a: 0.20404622 bohr
E: 20.0 hartree; b: 1.0 bohr; R: 1.5222996408 bohr
beta: 0.65690090; kappa: 27.62268273
lambda_i: 23.872309 7.030014 3.005861 1.504199
Four nodes: u, S, q, p, q/(1+p), dimensionless
0.98078528 2.02496387 0.70318328 0.54480889 0.45519111
0.83146961 1.70173305 0.68286566 0.56314682 0.43685318
0.55557023 1.17093351 0.63561993 0.60363902 0.39636098
0.19509032 0.70618217 0.57794435 0.64965810 0.35034190
n, theta_n (rad), theta_n-reference (rad)
  2 1.2867133021793 -3.91e-04
  4 1.2870690235636 -3.56e-05
  8 1.2871055468685 8.94e-07
 16 1.2871046392870 -1.37e-08
 32 1.2871046530198 -1.64e-11
 64 1.2871046530362 -2.22e-16
Reference theta: 1.2871046530362 rad
Trajectory theta: 1.2871046530 rad
theta: 73.745664 deg; lab angle: 36.872832 deg
Lab energy: 40.0 hartree
Energy transfer: 14.40196679 hartree = 391.8975 eV
ACCURACY, n=128, E=20 hartree
b (bohr), R (bohr), theta (rad), stable/raw relative errors
0.01 1.29569625 3.120774173e+00 0.0e+00 4.4e-16
0.50 1.35272343 2.131531342e+00 0.0e+00 1.6e-14
1.00 1.52229964 1.287104653e+00 2.2e-16 1.5e-14
2.00 2.15939139 3.431467250e-01 0.0e+00 1.4e-13
5.00 5.00451941 5.517576289e-03 7.8e-16 1.2e-11
20.00 20.00000000 8.788844017e-10 1.8e-15 2.2e-05
TURNING-POINT ERROR
Relative error in R: 1.0e-09; slope A: 2.93081405
n, stable shift, raw shift, predicted raw shift (rad)
 64 -8.4568e-10 2.1821e-07 2.1821e-07
256 -8.4568e-10 8.7274e-07 8.7285e-07
ONE EXPONENTIAL: a=1 bohr, b=0.8 bohr, E=1 hartree
strength: 0.97858146 hartree bohr; R: 1.00000000 bohr
n, actual error, predicted error (rad)
 16 1.4240e-07 1.4252e-07
 24 -9.2293e-09 -9.3253e-09
 32 5.0839e-10 5.1911e-10
COULOMB: strength=1 hartree bohr, b=1 bohr, E=1 hartree
R: 1.61803399 bohr; Rutherford theta: 0.9272952180 rad
n, actual error, predicted error (rad)
 16 -1.533582e-04 -1.533957e-04
 64 -9.587086e-06 -9.587233e-06
COPPER PAIR: E=20000 hartree, b=0.02 bohr
R: 0.04280749 bohr; theta: 1.4903743647 rad
Smallest lambda: 0.042298
n=32 error: 1.5340e-06; predicted: 1.5354e-06 rad
```
